# Second-order three-body operators for f electrons from single excitations, part 1

(Sections cited here and not found follow in the second part.)

Take a model \(f^3\) ion whose electrons can be excited singly into an empty \(p\) shell lying \(\Delta=100000\ \mathrm{cm^{-1}}\) higher, with round radial integrals \(R^2=10000\) and \(R^4=5000\ \mathrm{cm^{-1}}\). The second-order energy matrix of this excitation, with one state for each of the 17 terms of \(f^3\), has Frobenius norm \(524.9\ \mathrm{cm^{-1}}\). Fit it by least squares with the most general spin-free, rotationally scalar two-body operator, which has seven free constants, one for each term of \(f^2\). A residual of norm \(247.2\ \mathrm{cm^{-1}}\) remains, 47% of the norm of the matrix (the fraction depends on the weighting of the terms; with all 364 states counted it is 56%). The Hamiltonian contains only pair repulsion, yet its effect inside \(f^3\) is not a sum over pairs.

The setting is a configuration \(nl^N\) outside closed shells, degenerate under a central-field \(H_0\), with real radial functions and the non-relativistic repulsion \(g_{ij}=e^2/r_{ij}\). Each excited configuration has one excitation energy \(\Delta>0\). This requires the term splittings to be small against \(\Delta\); their effect on the denominators is of third order. For a real \(4f^3\) ion this is a crude assumption at \(\Delta=100000\ \mathrm{cm^{-1}}\). With Slater integrals of the size found in Nd\(^{3+}\) (\(F^2\approx73000\), \(F^4\approx52800\), \(F^6\approx35800\ \mathrm{cm^{-1}}\)) the terms of \(f^3\) span about \(64000\ \mathrm{cm^{-1}}\). Putting the \(f\)–\(f\) splittings into the denominators changes the model shifts given below by some 6 to 20% (\(^4S\) from \(-214.6\) to about \(-175\ \mathrm{cm^{-1}}\)). The numbers of the example describe the common-denominator model, not a particular ion. If \(B\) is the block of the perturbation that leads from \(l^N\) to one excited configuration, degenerate perturbation theory gives the Hermitian operator \(H_2=-B^\dagger B/\Delta\) inside \(l^N\), valid when the elements of \(B\) are small against \(\Delta\). Contributions of different configurations add, and a continuum turns the sum into an integral.

A three-body operator in the open shell has six open-shell creation and annihilation operators. A factor \(g\) with four open-shell indices does not leave \(l^N\), so \(B\) and \(B^\dagger\) carry at most three each, and six are reached only when both carry three. The fourth index is then an empty orbital \(n'l'\) or a core orbital. Single excitations \(nl\to n'l'\) and core \(n'l'\to nl\) are therefore the only second-order sources. For the first, let \(P_{l'}(i)\) project electron \(i\) on \(n'l'\) and the others on \(nl\). The projectors for different \(i\) are orthogonal, and only \(g_{im}\) can excite electron \(i\), so
\[
H_2=-\frac1\Delta\sum_i\sum_{j\ne i}\sum_{m\ne i} g_{ij}\,P_{l'}(i)\,g_{im}.
\]
The terms \(j=m\) form a two-body operator. In the terms \(j\ne m\), called \(H_3\), electron \(m\) knocks electron \(i\) out of the shell and a different electron \(j\) returns it.

Write \([k]=2k+1\) and \(g_{ij}\to\sum_kR^k\sum_q(-1)^qC^k_q(i)C^k_{-q}(j)\), where \(R^k=R^k(nl\,nl;n'l'\,nl)\) is real and is the same number for excitation and return. The Wigner–Eckart convention is
\[
\langle lm|C^k_q|l'm'\rangle=(-1)^{l-m}\begin{pmatrix}l&k&l'\\-m&q&m'\end{pmatrix}\langle l\|C^k\|l'\rangle,\qquad
\langle l\|C^k\|l'\rangle=(-1)^l\sqrt{[l][l']}\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix},
\]
and the unit tensor \(u^k\) has \(\langle l\|u^k\|l\rangle=1\). The spectators \(j,m\) stay in \(l\), so on them \(C^k=\langle l\|C^k\|l\rangle u^k\), which vanishes unless \(k\) is even and \(k\le2l\). The factor \(\langle l\|C^k\|l'\rangle\) then needs \(l+l'\) even, and for such \(l'\) it equals \(\langle l'\|C^k\|l\rangle\). On electron \(i\) the product of two tensors is coupled to rank \(k''\). The coupled product acts within \(l\), so it is a multiple of \(u^{k''}\), and the sum over the intermediate \(m'\) is the contraction of 3j symbols that defines the 6j symbol (Racah's formula for a product on one system):
\[
C^k_qP_{l'}C^{k'}_{q'}=\sum_{k''}\langle kq\,k'q'|k''q''\rangle\,(-1)^{k''}\sqrt{[k'']}\begin{Bmatrix}k&k'&k''\\l&l&l'\end{Bmatrix}\langle l\|C^k\|l'\rangle\langle l'\|C^{k'}\|l\rangle\,u^{k''}_{q''},
\]
with \(q''=q+q'\); the general phase \((-1)^{2l+k''}\) reduces to \((-1)^{k''}\). The Clebsch–Gordan coefficient is \((-1)^{k-k'+q''}\sqrt{[k'']}\) times the 3j symbol with lower row \(q,q',-q''\). Here \((-1)^{k-k'}=1\), and \((-1)^{q''}\) cancels the \((-1)^{q+q'}\) from the two scalar products. The spectators carry components \(-q\) and \(-q'\). Renaming \(q\to-q\), \(q'\to-q'\) makes the lower row \(-q,-q',-q''\), and reversing all three signs costs \((-1)^{k+k'+k''}=(-1)^{k''}\), which cancels the phase in Racah's formula. With
\[
V(kk'k'')=\sum_{j,m,i\ \mathrm{distinct}}\ \sum_{qq'q''}\begin{pmatrix}k&k'&k''\\q&q'&q''\end{pmatrix}u^k_q(j)\,u^{k'}_{q'}(m)\,u^{k''}_{q''}(i),
\]
summed over ordered triples, the result is
\[
H_3=-\frac1\Delta\sum_{kk'}R^kR^{k'}\langle l\|C^k\|l\rangle\langle l\|C^{k'}\|l\rangle\langle l\|C^k\|l'\rangle\langle l'\|C^{k'}\|l\rangle\sum_{k''}[k'']\begin{Bmatrix}k&k'&k''\\l&l&l'\end{Bmatrix}V(kk'k'').
\]

Nothing so far makes \(k''\) even. Exchange the summation labels \(j\leftrightarrow m\) in \(V(k'kk'')\): the operators return to the order of \(V(kk'k'')\), and two columns of the 3j symbol are swapped, so \(V(k'kk'')=(-1)^{k''}V(kk'k'')\). The coefficient of \(V\) is symmetric under \(k\leftrightarrow k'\), because the 6j symbol is unchanged by exchanging its first two columns (both have \(l\) below) and the reduced elements are symmetric. Odd \(k''\) cancel between \((k,k')\) and \((k',k)\), and vanish outright for \(k=k'\). Since \(u^{k\dagger}_q=(-1)^qu^k_{-q}\), the adjoint of \(V\) reverses the lower row of the 3j symbol, giving \(V^\dagger=(-1)^{k''}V\): the odd terms are anti-Hermitian, and their cancellation expresses the Hermiticity of \(B^\dagger B\). They are present in a single ordered term: the matrices \(B_k^\dagger B_{k'}\) built from \(f^3\) determinants with unit radial integrals are asymmetric by up to 0.017. When all three ranks are even, the same relabelling shows that \(V\) is unchanged by any permutation of them.

A zero rank reduces \(V\) to two-body form. With \(u^0=[l]^{-1/2}\), the 3j symbol with rows \(k,k,0\) and \(q,-q,0\) equal to \((-1)^{k-q}[k]^{-1/2}\), \(k\) even, and \(N-2\) choices for the idle electron,
\[
V(kk0)=\frac{N-2}{\sqrt{[k][l]}}\,O_k,\qquad O_k=\sum_{i\ne j}u^k(i)\cdot u^k(j),\qquad u^k\cdot u^k=\sum_q(-1)^qu^k_qu^k_{-q}.
\]
This disposes of \(k''=0\), and also of \(k=0\) or \(k'=0\), which occur only for \(l'=l\). The perturbation also has a one-body part, the potential of the closed shells minus the central field. It is a rotational scalar, so it acts only for \(l'=l\), adding \(\epsilon B_1\) to the two-body block \(B_g\), with \(B_1=\sum_{m\sigma}a^\dagger_{n'lm\sigma}a_{nlm\sigma}\). Because \(B_1^\dagger\) just puts the excited electron back with the same \(m\sigma\), \(B_1^\dagger B_1=N\) and \(B_1^\dagger B_g=\sum_kR^k\langle l\|C^k\|l\rangle^2O_k\): a constant and a shift of the Slater integrals.

For a core excitation \(B=\sum\langle ab|g|hc\rangle\,a^\dagger_aa^\dagger_ba_ca_h\), with \(h\) in the core and \(a,b,c\) in \(nl\); the \(\tfrac12\) of the second-quantized \(g\) is cancelled by the two slots available to \(h\). In \(B^\dagger B\) the string is \(a^\dagger_{h'}a^\dagger_{c'}a_{b'}a_{a'}a^\dagger_aa^\dagger_ba_ca_h\). The operator \(a^\dagger_{h'}\) passes six open-shell operators without a sign, and \(a^\dagger_{h'}a_h\to\delta_{hh'}\) on a full core. Normal ordering of the rest produces contracted terms, with four or two operators, and the uncontracted term \(+a^\dagger_{c'}a^\dagger_aa^\dagger_b\,a_{b'}a_{a'}a_c\), the sign being that of moving a pair past a pair. The electron lines are \(a\leftarrow h\leftarrow a'\), \(c'\leftarrow b'\) and \(b\leftarrow c\), the same pattern as before. An ordered-triple sum has the standard form \(a^\dagger_1a^\dagger_2a^\dagger_3a_{3'}a_{2'}a_{1'}\), here \(a^\dagger_aa^\dagger_{c'}a^\dagger_b\,a_ca_{b'}a_{a'}\). The creators differ from ours by one transposition (sign \(-\)) and the annihilators by a cyclic permutation (sign \(+\)). A core shell \(l'\) therefore gives \(-H_3\), with its own \(R^k\) and \(\Delta>0\), plus terms of at most two-body rank. It adds no new three-body operator.

What is left are the \(V\) with three nonzero even ranks up to \(2l\) that satisfy the triangle rule. For \(f\) electrons these are 222, 224, 244, 246, 266, 444, 446, 466 and 666; the tenth unordered choice, 226, fails because \(6>2+2\). These nine are independent as tensors on three distinguishable electrons but not on antisymmetric states, and the group \(SO(7)\) of real rotations of the seven \(f\) orbitals exposes the relations. The matrices \(v^k_q=\sqrt{[k]}\,u^k_q\) are orthonormal under the trace, since the squared 3j symbols sum to \(1/[k]\) at fixed \(q\). In a basis of real orbitals, transposition multiplies rank \(k\) by \((-1)^k\). The 21 operators with \(k=1,3,5\) are thus the antisymmetric matrices that generate \(SO(7)\), and the 27 with \(k=2,4,6\) are the symmetric traceless matrices, the representation \((200)\) under commutation. For \(l=3\) the ranks 1 and 5 close on the subgroup \(G_2\). A sum over all ordered triples sees only the part of a coefficient tensor that is symmetric in its three slots, so the nine operators are the \(L=0\) vectors of the symmetric cube \(S^3(200)\).

All symmetric matrices form \(\{2\}=(200)+(000)\) of \(U(7)\), so \(S^n\{2\}=S^n(200)+S^{n-1}\{2\}\). The symmetric powers are the shapes with even rows, \(S^3\{2\}=\{6\}+\{42\}+\{222\}\) and \(S^2\{2\}=\{4\}+\{22\}\). Removing traces gives \(\{6\}-\{4\}=(600)\), \(\{42\}=(420)+(400)+(310)+(220)+2(200)+(000)\), and \(\{222\}-\{22\}=(222)\). Hence
\[
S^3(200)=(600)+(420)+(400)+(310)+(222)+(220)+2(200)+(000),
\]
which the program tests with Weyl characters at two generic group elements. Let \(e(kk'k'')\) be the unit symmetric tensor of a triad with \(n=1,3\) or 6 distinct orderings. It is \(n^{-1/2}\) times a sum of \(n\) orthogonal unit tensors (the 3j symbol placed on \(v\otimes v\otimes v\) in each order), each giving the same operator, so \(e\leftrightarrow s\,V\) with \(s=\sqrt{n[k][k'][k'']}\). The Casimir operators
\[
G(SO_7)=\tfrac1{10}\sum_{i=1}^3w_i(w_i+7-2i),\qquad G(G_2)=\tfrac1{12}\left(u_1^2+u_1u_2+u_2^2+5u_1+4u_2\right)
\]
are \(\tfrac15\) and \(\tfrac14\) of the sum of \(D^\dagger D\) over the 21 or 14 orthonormal generators, \(D\) being the action by commutation. The factors follow from the seven orbitals themselves, where the sums are \(21/7=3\) and \(14/7=2\) while the formulas give \(\tfrac35\) and \(\tfrac12\). Both commute with rotations and so act as \(9\times9\) matrices on the \(e\). Their eigenvalues select one label each from the list above:
\[
\begin{aligned}
&t_1\,(000)(00),\quad t_2\,(220)(22),\quad t_3\,(222)(00),\quad t_4\,(222)(40),\quad t_5\,(400)(40),\\
&t_6\,(420)(22),\quad t_7\,(420)(40),\quad t_8\,(420)(42),\quad t_9\,(600)(60).
\end{aligned}
\]
Here \(t_i=\sum_aZ_{ai}e_a\) with \(Z\) orthogonal and the first nonzero component of each column positive. The nine columns are printed with the output. This normalization is local to the present treatment, and scales and signs of tabulated \(t_i\) may differ.

Three of the nine drop out. Let \(H_1\) be the \(SO(7)\) generator of rotations in one plane of orbital space. It has one orbital \(\phi_+\) of eigenvalue \(+1\), one \(\phi_-\) of eigenvalue \(-1\), and five neutral orbitals that form a vector of the commuting \(SO(5)\). Each orbital holds at most two electrons, so \(-2\le H_1\le2\) in any \(f^N\), and no operator changes \(H_1\) by more than 4. The highest-weight tensor of \((600)\) raises it by 6 and has zero matrix. The tensors with zero matrix form an \(SO(7)\)-invariant subspace, so all of the irreducible \((600)\) vanishes, and \(t_9=0\) by the exclusion principle.

Single excitations, from the open shell or from the core, are the only second-order source of three-body operators, and for \(f\) electrons these reduce to nine operators \(t_1,\dots,t_9\), of which \(t_9\) vanishes by the exclusion principle. It remains to show that \(t_1\) and \(t_5\) reduce to two-body form, that the other six are independent and are reached by excitations, and to evaluate their coefficients in the \(f\to p\) model.
